# Cubic hexagonal warping and out-of-plane spin of C3v surface states: test program

```python
"""Hexagonal warping of a C3v surface doublet with time reversal.

Result under test (zone centre at k = 0, theta measured from kx):
  H = E0 + v (kx sigma_y - ky sigma_x) + lam k^3 cos(3 theta) sigma_z
is the general form through third order, apart from k^2 corrections to E0, v.
On a contour at energy E above E0: <sigma_z> = lam k^3 cos(3 theta) / E.
v: Dirac velocity (eV angstrom); lam: warping strength (eV angstrom^3).
The mirror maps kx to -kx. sigma is a pseudospin with the symmetry of spin.
An s-p lattice model provides an independent microscopic test.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm, null_space, polar
from scipy.optimize import brentq

I2 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
PAULI = [I2, SX, SY, SZ]


def components(h):
    """Coefficients of sigma_x, sigma_y, sigma_z in a 2x2 matrix."""
    return np.array([np.trace(h @ s).real / 2 for s in PAULI[1:]])


# ---- Count every symmetry-allowed polynomial of a given order ----
def invariant_space(order):
    rng = np.random.default_rng(4)
    c3 = expm(-1j * np.pi * SZ / 3)
    c, s = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
    rot = np.array([[c, -s], [s, c]])
    operations = [
        (lambda m: c3 @ m @ c3.conj().T, rot),
        (lambda m: SX @ m @ SX, np.diag([-1.0, 1.0])),
        (lambda m: SY @ m.conj() @ SY, -np.eye(2)),
    ]
    rows = []
    for k in rng.uniform(-1, 1, (order + 4, 2)):
        for act, kmap in operations:
            q = kmap @ k
            cols = []
            for a in range(order + 1):
                for m in PAULI:
                    before = k[0]**a * k[1]**(order - a) * m
                    after = q[0]**a * q[1]**(order - a) * m
                    diff = (act(before) - after).ravel()
                    cols.append(np.concatenate([diff.real, diff.imag]))
            rows.append(np.array(cols).T)
    return null_space(np.vstack(rows), rcond=1e-10)


counts = [invariant_space(n).shape[1] for n in range(6)]
assert counts == [1, 1, 1, 2, 1, 3]
cubic_space = invariant_space(3)
warp = np.zeros((4, 4))       # row: power of kx; column: Pauli index
warp[3, 3], warp[1, 3] = 1, -3
rashba3 = np.zeros((4, 4))
rashba3[3, 2] = rashba3[1, 2] = 1
rashba3[2, 1] = rashba3[0, 1] = -1
for candidate in (warp.ravel(), rashba3.ravel()):
    rest = candidate - cubic_space @ (cubic_space.T @ candidate)
    assert np.max(np.abs(rest)) < 1e-9

# ---- Microscopic lattice model: s below a triangular layer of p ----
LATTICE = 4.0                 # angstrom
HEIGHT = 0.8 * LATTICE        # vertical distance between the layers
E_S, T_SS, T_SP = -2.0, -0.2, 0.8       # eV
PP_SIGMA, PP_PI, XI = 0.5, -0.1, 2.0    # eV
six = np.arange(6) * np.pi / 3
NEIGHBOURS = LATTICE * np.column_stack([np.cos(six), np.sin(six)])
three = np.pi / 2 + np.arange(3) * 2 * np.pi / 3
HOLLOW = LATTICE / np.sqrt(3) * np.column_stack(
    [np.cos(three), np.sin(three)])

levi = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, l], levi[i, l, j] = 1, -1
SPIN_ORBIT = np.zeros((8, 8), dtype=complex)
for axis in range(3):
    ang = np.zeros((4, 4), dtype=complex)
    ang[1:, 1:] = -1j * levi[axis]
    SPIN_ORBIT += XI * np.kron(ang, PAULI[axis + 1] / 2)
TRUE_SZ = np.kron(np.eye(4), SZ)


def lattice_hamiltonian(k, offsets):
    orb = np.zeros((4, 4), dtype=complex)
    orb[0, 0] = E_S
    for r in NEIGHBOURS:
        phase = np.exp(1j * k @ r)
        n = np.array([r[0], r[1], 0.0]) / LATTICE
        orb[0, 0] += T_SS * phase
        orb[1:, 1:] += phase * (PP_PI * np.eye(3)
                                + (PP_SIGMA - PP_PI) * np.outer(n, n))
    for r in offsets:
        bond = np.array([r[0], r[1], -HEIGHT])
        amp = T_SP * bond / np.linalg.norm(bond) * np.exp(1j * k @ r)
        orb[1:, 0] += amp
        orb[0, 1:] += amp.conj()
    return np.kron(orb, I2) + SPIN_ORBIT


def doublet_on_circle(kmag, offsets, angles):
    """Effective field d and true <sigma_z> of the lowest band."""
    u0 = np.linalg.eigh(lattice_hamiltonian(np.zeros(2), offsets))[1][:, :2]
    basis = u0 @ u0.conj().T[:, :2]       # projected s-up and s-down
    basis = basis / np.linalg.norm(basis, axis=0)
    assert np.allclose(basis.conj().T @ basis, I2, atol=1e-10)
    factor = (basis[:, 0].conj() @ TRUE_SZ @ basis[:, 0]).real
    field, spin = [], []
    for t in angles:
        k = kmag * np.array([np.cos(t), np.sin(t)])
        e, u = np.linalg.eigh(lattice_hamiltonian(k, offsets))
        w = polar(basis.conj().T @ u[:, :2])[0]
        field.append(components(w @ np.diag(e[:2]) @ w.conj().T))
        spin.append((u[:, 0].conj() @ TRUE_SZ @ u[:, 0]).real)
    return np.array(field), np.array(spin), factor


circle = np.arange(24) * 2 * np.pi / 24
cos3 = np.cos(3 * circle)
K1, K2 = 0.0025, 0.005        # 1/angstrom
amps = []
for kmag in (K1, K2):
    d, true_spin, g_factor = doublet_on_circle(kmag, HOLLOW, circle)
    tangent = -d[:, 0] * np.sin(circle) + d[:, 1] * np.cos(circle)
    radial = d[:, 0] * np.cos(circle) + d[:, 1] * np.sin(circle)
    v_lat = tangent.mean() / kmag
    dz3 = 2 * np.mean(d[:, 2] * cos3)
    sz3 = 2 * np.mean(true_spin * cos3)
    assert np.ptp(tangent) < 1e-4 * abs(tangent.mean())
    assert np.max(np.abs(radial)) < 1e-5 * abs(tangent.mean())
    assert np.max(np.abs(d[:, 2] - dz3 * cos3)) < 1e-3 * abs(dz3)
    assert np.max(np.abs(true_spin - sz3 * cos3)) < 1e-3 * abs(sz3)
    amps.append((v_lat, dz3, sz3))
power_field = np.log2(abs(amps[1][1] / amps[0][1]))
power_spin = np.log2(abs(amps[1][2] / amps[0][2]))
assert abs(power_field - 3) < 0.05 and abs(power_spin - 2) < 0.05
v_lat, lam_lat = amps[0][0], amps[0][1] / K1**3
spin_true = amps[0][2] / K1**2
spin_simple = -g_factor * lam_lat / abs(v_lat)   # lower branch
assert abs(spin_true / spin_simple - 1) > 5e-3   # extra spin terms matter

# A sixfold axis must remove the effect while leaving Rashba coupling.
d6, spin6, _ = doublet_on_circle(K2, NEIGHBOURS, circle)
assert np.min(np.hypot(d6[:, 0], d6[:, 1])) > 1e-5
assert np.max(np.abs(d6[:, 2])) < 1e-11
assert np.max(np.abs(spin6)) < 1e-9

# ---- Momentum-dependent basis change creates a cubic term ----
eta, kb = 0.7, 0.01           # dimensionless test values, v = 1
for t in circle:
    kx, ky = kb * np.cos(t), kb * np.sin(t)
    gen = (kx**2 - ky**2) * SX - 2 * kx * ky * SY
    u = expm(-0.5j * eta * gen)
    dz = components(u @ (kx * SY - ky * SX) @ u.conj().T)[2]
    assert abs(dz - eta * kb**3 * np.cos(3 * t)) < 1e-3 * eta * kb**3

# ---- Worked model ----
V, LAM = 2.0, 200.0           # eV angstrom, eV angstrom^3
ELL = np.sqrt(LAM / V)
E_STAR = V / ELL


def model(k, t):
    kx, ky = k * np.cos(t), k * np.sin(t)
    kp3 = (kx + 1j * ky)**3
    return V * (kx * SY - ky * SX) + LAM / 2 * (kp3 + kp3.conj()).real * SZ


def radius(energy, t):
    return brentq(lambda k: np.linalg.eigvalsh(model(k, t))[1] - energy,
                  0, 1.001 * energy / V, xtol=1e-15, rtol=1e-14)


def spin_vector(k, t, band=1):
    state = np.linalg.eigh(model(k, t))[1][:, band]
    return np.array([(state.conj() @ s @ state).real for s in PAULI[1:]])


def smallest_turn(energy):
    """Smallest signed turn of the contour; negative means a dent."""
    ts = np.radians(np.arange(-30, 31))
    r = np.array([radius(energy, t) for t in ts])
    step = np.diff(np.column_stack([r * np.cos(ts), r * np.sin(ts)]), axis=0)
    return np.min(step[:-1, 0] * step[1:, 1] - step[:-1, 1] * step[1:, 0])


ENERGIES = (0.10, 0.18)       # eV
for energy in ENERGIES:
    signs = []
    for t in np.radians(np.arange(5, 365, 10)):
        k = radius(energy, t)
        z = LAM * k**3 * np.cos(3 * t) / energy
        plane = V * k / energy
        want = np.array([-plane * np.sin(t), plane * np.cos(t), z])
        assert np.allclose(spin_vector(k, t), want, atol=1e-9)
        assert np.allclose(spin_vector(k, t, 0), -want, atol=1e-9)
        signs.append(np.sign(spin_vector(k, t)[2]))
    assert np.sum(np.array(signs) != np.roll(signs, 1)) == 6
    for t in np.radians(np.arange(30, 360, 60)):
        assert abs(spin_vector(radius(energy, t), t)[2]) < 1e-9

e_dent = brentq(smallest_turn, 0.5 * E_STAR, 0.9 * E_STAR, xtol=1e-7)
e_formula = np.sqrt(7) / 6**0.75 * E_STAR
assert abs(e_dent / e_formula - 1) < 2e-3   # finite angular step
k_dent = radius(e_formula, 0.0)
s_dent = spin_vector(k_dent, 0.0)[2]
assert abs((k_dent * ELL)**4 - 1 / 6) < 1e-9
assert abs(s_dent - 1 / np.sqrt(7)) < 1e-9
assert smallest_turn(ENERGIES[0]) > 0 > smallest_turn(ENERGIES[1])

HARTREE = constants.value('Hartree energy in eV')
BOHR = constants.value('Bohr radius') * 1e10

print('Allowed terms at orders 0 to 5:', *counts)
print(f'Lattice constant: {LATTICE:.1f} angstrom')
print(f'Lattice layer height: {HEIGHT:.1f} angstrom')
print(f'Lattice s level, s-s, s-p: {E_S:.1f}, {T_SS:.1f}, {T_SP:.1f} eV')
print(f'Lattice pp-sigma, pp-pi: {PP_SIGMA:.1f}, {PP_PI:.1f} eV')
print(f'Lattice spin-orbit strength: {XI:.1f} eV')
print(f'Lattice test momenta: {K1:.4f}, {K2:.4f} 1/angstrom')
print(f'Lattice effective v: {v_lat:.5f} eV angstrom')
print(f'Lattice effective lambda: {lam_lat:.5f} eV angstrom^3')
print(f'Lattice power of k in sigma_z field: {power_field:.4f}')
print(f'Lattice power of k in true spin: {power_spin:.4f}')
print(f'Lattice spin factor at k=0: {g_factor:.5f}')
print(f'True spin amplitude / k^2: {spin_true:.5f} angstrom^2')
print(f'Pseudospin estimate / k^2: {spin_simple:.5f} angstrom^2')
print(f'Sixfold control, largest true spin: {np.max(np.abs(spin6)):.1e}')
print(f'Model v: {V:.1f} eV angstrom')
print(f'Model lambda: {LAM:.1f} eV angstrom^3')
print(f'Warping length: {ELL:.3f} angstrom')
print(f'Warping energy: {E_STAR:.4f} eV')
print(f'Convexity lost, formula: {e_formula:.5f} eV')
print(f'Convexity lost, numerical contour: {e_dent:.5f} eV')
print(f'Convexity lost, converted: {e_formula / HARTREE:.6f} hartree')
print(f'Radius there at 0 deg: {k_dent:.5f} 1/angstrom')
print(f'Radius there, converted: {k_dent * BOHR:.5f} 1/bohr')
print(f'Spin sigma_z there at 0 deg: {s_dent:.5f}')
for energy in ENERGIES:
    k0, k30 = radius(energy, 0), radius(energy, np.pi / 6)
    tilt = np.degrees(np.arcsin(spin_vector(k0, 0)[2]))
    print(f'E={energy:.2f} eV: k(0 deg)={k0:.5f} 1/angstrom')
    print(f'E={energy:.2f} eV: k(30 deg)={k30:.5f} 1/angstrom')
    print(f'E={energy:.2f} eV: largest spin tilt={tilt:.2f} deg')
    for deg in (0, 15, 30, 45, 60, 120, 180):
        t = np.radians(deg)
        sz = spin_vector(radius(energy, t), t)[2]
        sz = 0.0 if abs(sz) < 5e-9 else sz
        print(f'E={energy:.2f} eV, {deg:3d} deg: sigma_z={sz:+.5f}')
print('tests ok')
```

Printed output:

```
Allowed terms at orders 0 to 5: 1 1 1 2 1 3
Lattice constant: 4.0 angstrom
Lattice layer height: 3.2 angstrom
Lattice s level, s-s, s-p: -2.0, -0.2, 0.8 eV
Lattice pp-sigma, pp-pi: 0.5, -0.1 eV
Lattice spin-orbit strength: 2.0 eV
Lattice test momenta: 0.0025, 0.0050 1/angstrom
Lattice effective v: -0.30437 eV angstrom
Lattice effective lambda: -0.07666 eV angstrom^3
Lattice power of k in sigma_z field: 3.0001
Lattice power of k in true spin: 1.9999
Lattice spin factor at k=0: 0.95139
True spin amplitude / k^2: 0.32249 angstrom^2
Pseudospin estimate / k^2: 0.23962 angstrom^2
Sixfold control, largest true spin: 5.5e-13
Model v: 2.0 eV angstrom
Model lambda: 200.0 eV angstrom^3
Warping length: 10.000 angstrom
Warping energy: 0.2000 eV
Convexity lost, formula: 0.13803 eV
Convexity lost, numerical contour: 0.13805 eV
Convexity lost, converted: 0.005072 hartree
Radius there at 0 deg: 0.06389 1/angstrom
Radius there, converted: 0.03381 1/bohr
Spin sigma_z there at 0 deg: 0.37796
E=0.10 eV: k(0 deg)=0.04866 1/angstrom
E=0.10 eV: k(30 deg)=0.05000 1/angstrom
E=0.10 eV: largest spin tilt=13.32 deg
E=0.10 eV,   0 deg: sigma_z=+0.23037
E=0.10 eV,  15 deg: sigma_z=+0.16924
E=0.10 eV,  30 deg: sigma_z=+0.00000
E=0.10 eV,  45 deg: sigma_z=-0.16924
E=0.10 eV,  60 deg: sigma_z=-0.23037
E=0.10 eV, 120 deg: sigma_z=+0.23037
E=0.10 eV, 180 deg: sigma_z=-0.23037
E=0.18 eV: k(0 deg)=0.07727 1/angstrom
E=0.18 eV: k(30 deg)=0.09000 1/angstrom
E=0.18 eV: largest spin tilt=30.84 deg
E=0.18 eV,   0 deg: sigma_z=+0.51267
E=0.18 eV,  15 deg: sigma_z=+0.42489
E=0.18 eV,  30 deg: sigma_z=+0.00000
E=0.18 eV,  45 deg: sigma_z=-0.42489
E=0.18 eV,  60 deg: sigma_z=-0.51267
E=0.18 eV, 120 deg: sigma_z=+0.51267
E=0.18 eV, 180 deg: sigma_z=-0.51267
tests ok
```
